\section*{Allen–Feldman diffusivity from heat-current matrix elements between nearly degenerate modes}

\section{What fails without the result}

In a crystal, a vibrational mode of group velocity $v$ and lifetime $\tau$ carries heat with diffusivity $v_x^2\tau$ along $x$. In a glass most modes have no wave vector, so $v$ is undefined. Nor does the average current in a mode help: the modes of a disordered solid can be chosen real, and a real standing vibration carries no average current. Counting these diagonal currents alone would give zero conductivity. The heat is carried by beats between different modes of nearly equal frequency, described by off-diagonal elements of the heat current.

\section{Assumptions and the current}

Consider a stable harmonic solid of volume $V$, with one displacement $u_i$ per site, mass $m_i$, rest position $x_i$ along the heat flow, and symmetric force constants $\Phi_{ij}$. Three displacement components only enlarge the index $i$. Write $v_i=\dot u_i$ and assign to each site its kinetic energy and half of each shared potential energy:
\begin{equation}
h_i=\tfrac12 m_iv_i^2+\tfrac12\sum_j u_i\Phi_{ij}u_j,\qquad H=\sum_i h_i .
\end{equation}
Newton's law is $m_i\dot v_i=-\sum_j\Phi_{ij}u_j$, so
\begin{align}
\dot h_i&=-\sum_j v_i\Phi_{ij}u_j+\tfrac12\sum_j(v_i\Phi_{ij}u_j+u_i\Phi_{ij}v_j)\nonumber\\
&=\tfrac12\sum_j\Phi_{ij}(u_iv_j-v_iu_j).
\end{align}
Let $R=\sum_i x_ih_i$ be the energy moment. Its rate of change is the current integrated over the volume. Exchanging $i$ and $j$ in the second term gives
\begin{equation}
J=\dot R=\tfrac12\sum_{ij}(x_i-x_j)\Phi_{ij}u_iv_j .
\label{J}
\end{equation}
In quantum mechanics the order of $u_i$ and $v_j$ is harmless, because the term $i=j$ has zero weight. Using rest positions drops terms of third order in the displacements. In a periodic box, $x_i-x_j$ is the nearest-image separation.

\section{Normal modes}

Let $D_{ij}=\Phi_{ij}/\sqrt{m_im_j}$ have real orthonormal eigenvectors $e^n$ with eigenvalues $\omega_n^2$; uniform translation is excluded. With $u_i=m_i^{-1/2}\sum_n e_i^nq_n$, equation (\ref{J}) becomes
\begin{equation}
J=\tfrac12\sum_{nm}A_{nm}q_n\dot q_m,\qquad
A_{nm}=\sum_{ij}e_i^n(x_i-x_j)D_{ij}e_j^m .
\end{equation}
Exchanging $i$ and $j$ shows that $A_{nm}=-A_{mn}$, hence $A_{nn}=0$. Now insert
\begin{equation}
q_n=\sqrt{\frac{\hbar}{2\omega_n}}(a_n+a_n^\dagger),\qquad
\dot q_m=-i\sqrt{\frac{\hbar\omega_m}{2}}(a_m-a_m^\dagger):
\end{equation}
\begin{equation}
J=-\frac{i\hbar}{4}\sum_{nm}A_{nm}\sqrt{\frac{\omega_m}{\omega_n}}
\,(a_na_m-a_na_m^\dagger+a_n^\dagger a_m-a_n^\dagger a_m^\dagger).
\end{equation}
In the second term the operators commute, since $n\ne m$. Relabelling $n\leftrightarrow m$ turns it into $+A_{nm}\sqrt{\omega_n/\omega_m}\,a_n^\dagger a_m$. The two number-conserving terms add, with
\begin{equation}
\sqrt{\frac{\omega_m}{\omega_n}}+\sqrt{\frac{\omega_n}{\omega_m}}
=\frac{\omega_n+\omega_m}{\sqrt{\omega_n\omega_m}} .
\end{equation}
Defining the velocity matrix
\begin{equation}
v_{nm}=-\frac{iA_{nm}}{2\sqrt{\omega_n\omega_m}}=v_{mn}^*,
\end{equation}
we obtain the exchange part
\begin{equation}
J^{\rm ex}=\sum_{nm}J_{nm}a_n^\dagger a_m,\qquad
J_{nm}=\frac{\hbar(\omega_n+\omega_m)}2\,v_{nm}.
\label{Jex}
\end{equation}
For the pair terms, combining $(n,m)$ with $(m,n)$ gives the difference of the two square roots instead. Each pair is created or destroyed with amplitude $\hbar|\omega_n-\omega_m||v_{nm}|/2$. This part oscillates at $\omega_n+\omega_m$ and vanishes at degeneracy.

Two coupled oscillators, with $\hbar=1$, masses $1$ and $1.6$, positions $0$ and $1$, and $\Phi_{11}=2$, $\Phi_{22}=1.5$, $\Phi_{12}=-0.7$, have frequencies $0.8376$ and $1.4953$ and $|v_{12}|=0.24724$. Equation (\ref{Jex}) gives $\tfrac12(0.8376+1.4953)(0.24724)=0.2884$. Diagonalizing $H$ in a product basis and evaluating $i[H,R]$ gives the same value; the pair element is $0.0813$ by both routes.

\section{Why $v_{nm}$ is a velocity}

In a crystal with one site per cell and mass-scaled couplings $D_r$ at separation $r=x_i-x_j$, a plane wave has $\omega^2(k)=\sum_rD_re^{-ikr}$. Differentiation gives
\begin{equation}
2\omega\frac{d\omega}{dk}=-i\sum_r rD_re^{-ikr}=-iA_{kk},
\end{equation}
where $A_{kk}$ is formed with the complex wave, its left factor conjugated. Thus $v_{kk}=d\omega/dk$, including sign and factor 2. The real sine and cosine waves built from $\pm k$ have no diagonal velocity, but the element between them has magnitude $|d\omega/dk|$. The ordinary group velocity is thus already an off-diagonal element between degenerate modes when real modes are used.

\section{Linear response to a temperature gradient}

Let the temperature be $T+T'x$ with small $T'$. To first order $\beta(x)=\beta(1-xT'/T)$, where $\beta=1/k_BT$, so the local-equilibrium state is proportional to $\exp[-\beta H+\beta(T'/T)R]$. Expanding the exponential to first order, with $R$ measured from its mean, gives
\begin{equation}
\langle J(t)\rangle=\frac{T'}T\int_0^\beta d\lambda\,
\langle R(-i\hbar\lambda)J(t)\rangle_0,
\end{equation}
where $R(-i\hbar\lambda)=e^{\lambda H}Re^{-\lambda H}$. At $t=0$ this vanishes, because $R$ is even and $J$ odd under time reversal. Equilibrium correlations depend on time differences alone, so differentiating with respect to $t$ moves the derivative onto $R$ with a minus sign. Since $\dot R=J$, integrating back gives
\begin{equation}
\langle J(t)\rangle=-\frac{T'}T\int_0^t ds\int_0^\beta d\lambda\,
\langle J(-i\hbar\lambda)J(s)\rangle_0 .
\end{equation}
The sample must be large enough that the current settles before the gradient has relaxed. Then $\langle J\rangle/V=-\kappa T'$ with
\begin{equation}
\kappa=\frac1{VT}\int_0^\infty dt\,e^{-\eta t}\int_0^\beta d\lambda\,
\langle J(-i\hbar\lambda)J(t)\rangle_0 .
\label{kubo}
\end{equation}
The factor $e^{-\eta t}$ is removed after the size has gone to infinity.

\section{Evaluation}

Let $n_n=(e^{\beta\hbar\omega_n}-1)^{-1}$ and $\Delta=\omega_n-\omega_m$. Under imaginary time $a_n^\dagger a_m$ acquires $e^{\lambda\hbar\Delta}$; the partner $a_m^\dagger a_n$ acquires $e^{-i\Delta t}$. In a harmonic equilibrium state only this partner gives a nonzero average, $\langle a_n^\dagger a_ma_m^\dagger a_n\rangle=n_n(n_m+1)$. The $\lambda$ integral is
\begin{equation}
n_n(n_m+1)\frac{e^{\beta\hbar\Delta}-1}{\hbar\Delta}
=\frac{(n_n+1)n_m-n_n(n_m+1)}{\hbar\Delta}
=\frac{n_m-n_n}{\hbar\Delta},
\end{equation}
where $n_ne^{\beta\hbar\omega_n}=n_n+1$ and $(n_m+1)e^{-\beta\hbar\omega_m}=n_m$ were used. This is symmetric in $n$ and $m$, so in the double sum $e^{-i\Delta t}$ may be replaced by $\cos\Delta t$, and
\begin{equation}
\int_0^\infty e^{-\eta t}\cos(\Delta t)\,dt=\frac{\eta}{\Delta^2+\eta^2}
\longrightarrow\pi\delta(\Delta).
\end{equation}
The pair terms contain $\eta/[(\omega_n+\omega_m)^2+\eta^2]$ and vanish for $\eta\to0$ at nonzero frequency. For the two oscillators above, at $k_BT=0.4$ and $\eta=0.05$, the double integral in (\ref{kubo}) is $3.436\times10^{-3}$ both by direct thermal summation and from these formulas; pairs supply 1.8\% of it.

At degeneracy $J_{nm}\to\hbar\omega_nv_{nm}$ and $(n_m-n_n)/\hbar\Delta\to-\hbar^{-1}\partial n/\partial\omega$. Because $n$ depends on $\omega/T$ alone,
\begin{equation}
C_n=\hbar\omega_n\frac{\partial n}{\partial T}
=-\frac{\hbar\omega_n^2}{T}\frac{\partial n}{\partial\omega}
\quad\Rightarrow\quad
-\frac1\hbar\frac{\partial n}{\partial\omega}=\frac{TC_n}{\hbar^2\omega_n^2}.
\end{equation}
The factors $\hbar^2\omega_n^2$ and $T$ cancel, leaving
\begin{equation}
\boxed{\;\kappa=\frac1V\sum_nC_nD_n,\qquad
D_n=\pi\sum_{m\ne n}|v_{nm}|^2\,\delta(\omega_n-\omega_m).\;}
\label{AF}
\end{equation}
For an isotropic solid one may average over directions, replacing $|v_{nm}|^2$ by one third of the sum over its three components. Temperature enters through $C_n$; $D_n$ is a property of the harmonic structure.

\section{Diffusion in real time}

Let $X_{nm}=\sum_ie_i^nx_ie_i^m$. In an open sample $A=XD-DX$, so $A_{nm}=X_{nm}(\omega_m^2-\omega_n^2)$. Near degeneracy this gives $v_{nm}\simeq i\Delta X_{nm}$, the matrix of $dX/dt$ for amplitudes evolving as $e^{-i\omega t}$. The mean square displacement associated with mode $n$ is
\begin{equation}
\sum_m|v_{nm}|^2\left|\int_0^te^{i\Delta s}ds\right|^2
=\sum_m|v_{nm}|^2\frac{4\sin^2(\Delta t/2)}{\Delta^2}\simeq2D_nt .
\end{equation}
The last step uses the area $2\pi t$ under the peaked function of $\Delta$. It requires $t$ long enough for $|v_{nm}|^2$ to be smooth across the peak, and short enough that the peak still covers many levels. Energy released in a narrow frequency band therefore spreads as $\langle x^2\rangle={\rm const}+2Dt$.

\section{Limits and failures}

\textbf{Weak scattering.} Take the sine--cosine pair of a crystal and replace $\delta$ by a Lorentzian of half-width $\eta$. Its peak is $1/\pi\eta$, so $D=v_x^2/\eta$. If each mode's energy decays at rate $1/\tau$, each amplitude decays at $1/2\tau$ and their product at $\eta=1/\tau$. This recovers $D=v_x^2\tau$.

\textbf{Finite samples.} If the width falls below the level spacing, a nondegenerate mode has no partner and $D_n\to0$. Physically, energy in an isolated sample cannot spread forever. A numerical width must cover many levels yet remain narrow compared with the scale on which $|v_{nm}|^2$ varies.

\textbf{Localized modes.} Measure $x$ from the centre of mode $n$ and let $\xi^2=\sum_{m\neq n}|X_{nm}|^2$ be its mean square extent. For a Gaussian of standard deviation $\eta$, the product $\Delta^2\delta_\eta(\Delta)$ is largest at $|\Delta|=\sqrt2\,\eta$, where it equals $2\eta/(e\sqrt{2\pi})\simeq0.294\,\eta$. With $|v_{nm}|\simeq|\Delta X_{nm}|$ this gives $D_n\lesssim0.92\,\eta\,\xi^2$, which vanishes with $\eta$ if $\xi$ is finite.

\textbf{Long waves.} With Rayleigh scattering, $\tau\propto\omega^{-4}$, and a density of modes $\propto\omega^2$, the sum contains $\int\omega^{-2}d\omega$ and diverges at low frequency. A purely harmonic infinite glass of this kind has no finite $\kappa$. Equation (\ref{AF}) is then applied above a cut, and long waves need another damping mechanism.

\section{Worked example: a disordered network}

The model has $30\times7\times7=1470$ sites on a periodic cubic lattice of spacing $a=0.25$ nm, with mass 20 u. Nearest-neighbour springs are drawn log-uniformly between $1/5$ and $5$ times 12 N/m. One displacement per site represents three equal polarizations. Two samples are averaged. With $\omega_0=\sqrt{12\ \mathrm{N/m}/m}$, the units are $\omega_0/2\pi=3.025$ THz and $a^2\omega_0=1.188$ mm$^2$/s. The delta function is a Gaussian of standard deviation 0.151 THz, about 23 mid-band level spacings of 0.00645 THz.

For a real-time test, 150 random sites per sample were excited through an amplitude filter $\exp[-(\omega-\omega_c)^2/2\sigma^2]$ with $\sigma=0.2\,\omega_0$, and the slope of $\langle x^2\rangle$ was fitted from $10/\omega_0$ to $26/\omega_0$. At 6.05 THz the spreading gives $D=0.289$ and equation (\ref{AF}) gives 0.285 mm$^2$/s. At 9.08 THz the values are 0.147 and 0.145. Both pairs agree within 2\%.

The participation $p_n=[N\sum_i(e_i^n)^4]^{-1}$, with $N=1470$, is 1 for uniform amplitude and $1/N$ for one site. The bands above 3.63 THz are:
\begin{center}
\begin{tabular}{cccc}
Band (THz) & Share of modes & $D$ (mm$^2$/s) & $p$\\
3.63--5.45 & 0.127 & 0.854 & 0.158\\
5.45--7.26 & 0.216 & 0.274 & 0.158\\
7.26--9.08 & 0.208 & 0.190 & 0.128\\
9.08--10.89 & 0.176 & 0.114 & 0.074\\
10.89--12.71 & 0.144 & 0.080 & 0.042\\
12.71--15.96 & 0.099 & 0.034 & 0.014
\end{tabular}
\end{center}
The sum of share times $D$ is 0.242 mm$^2$/s. With 64 sites per nm$^3$, the classical heat capacity is $3k_B(64\ \mathrm{nm^{-3}})=2.65\times10^6$ J/(m$^3$K), so the high-temperature limit is
\begin{equation}
\kappa=(2.65\times10^6)(0.242\times10^{-6})=0.64\ \mathrm{W/(m\,K)}.
\end{equation}
The quantum heat capacities reduce this to 0.63 at 600 K, 0.58 at 300 K and 0.33 W/(m K) at 100 K. The lowest band holds 13\% of the modes but supplies 45\% of the classical sum.

The top 1\% of modes occupy about $0.0036\times1470\simeq5$ sites and have $D=0.004$ mm$^2$/s. For $\xi=a$ the localization bound at this width is 0.055 mm$^2$/s, so the small value is no evidence of transport. With the width reduced to $10^{-4}\omega_0$, far below the spacing, the median mid-band $D$ is effectively zero. Halving and doubling the original width give $\kappa=0.56$ and 0.58 W/(m K) at 300 K. This flatness is partly a compensation: doubling the width lowers $D$ in the lowest band by about 10\% and raises it slightly in the next band. The two samples differ by 0.03, and heat flow along a short edge of the same boxes gives about 0.61. The lowest band is not converged in width or size, so 0.58 should be trusted only to about 0.05 W/(m K).

\section{The model beside silica films}

The density, 2.13 g/cm$^3$, is close to that of vitreous silica. The model's single sound speed, 5.05 km/s, lies between silica's transverse and longitudinal speeds, roughly 3.8 and 6.0 km/s. Silica's room-temperature conductivity is roughly 1.4 W/(m K). The cut at 3.63 THz omits long waves. Averaged over the modes from 3.33 to 4.54 THz, the diffusivity is $D_c=1.82$ mm$^2$/s, twice the mean of the lowest band in the table. This number is only indicative: it is about 2.05 at half the numerical width and 1.45 at double the width, and the estimate below is proportional to it. Thus $D$ rises steeply towards low frequency, and its value at the cut itself is higher than this average. For a cautious illustration, assume only the slower rise $D=D_c(\omega_c/\omega)^2$ below the cut, with $\omega_c$ now the cut frequency. With three Debye branches,
\begin{equation}
\kappa_{\rm long}=\int_0^{\omega_c}\frac{3k_B\omega^2}{2\pi^2c^3}
D_c\frac{\omega_c^2}{\omega^2}d\omega
=\frac{3k_B\omega_c^3D_c}{2\pi^2c^3}=0.35\ \mathrm{W/(m\,K)}.
\end{equation}
This is already 60\% of the 0.58 W/(m K) found from the modes above the cut, called the diffuson part below, and it is likely too low. The name is a convention: because $D$ is steep at the cut, the division between the two parts depends on where the cut is placed. A steeper rise of $D$ gives more, and the Rayleigh law $D\propto\omega^{-4}$ makes the integral diverge. The long-wave part is therefore set by damping outside the harmonic model, which by itself gives no total to compare with silica. The model also lacks silica's stretching modes near 33 THz; each would hold $0.14\,k_B$ at 300 K, while their diffusivity is not determined here.

Real glass is anharmonic. If every mode has a full width of roughly 0.2 THz, the Lorentzian half-width for a pair is also 0.2 THz, and the diffuson part changes from 0.58 to 0.56 W/(m K). Radiation, for refractive index 1.5 and a rough absorption of 100 cm$^{-1}$, adds about 0.002 W/(m K) in pieces much thicker than the absorption length of 0.1 mm; this estimate does not apply to thin films. For a 100 nm film with a rough total interface resistance of $10^{-8}$ m$^2$K/W, the apparent diffuson conductivity is
\begin{equation}
\frac{10^{-7}}{10^{-7}/0.583+10^{-8}}=0.55\ \mathrm{W/(m\,K)}.
\end{equation}
Interfaces matter more in thinner films: at fixed $\kappa$ and interface resistance, the two resistances become equal at a thickness of about 6 nm. The numerical output below gives the remaining digits.

\section*{Calculated quantities}
\begin{verbatim}
current: finite difference 1.558208, formula 1.558208 (model)
two oscillators: omega_1 0.8376, omega_2 1.4953, |v_12| 0.24724
  exchange element: direct 0.288396, formula 0.288396
  pair element: direct 0.081299, formula 0.081299
  Kubo integral: direct 3.436335e-03, formula 3.436335e-03
  of which exchange 3.3757e-03, pair 6.0611e-05
ring: diagonal v 1.08737, d omega/dk 1.08735 (model)
network (30, 7, 7), sites 1470, samples 2
spacing a 0.25 nm, mass 20 u, central spring 12 N/m, springs x 1/5 to 5
frequency unit omega0/2pi 3.025 THz, diffusivity unit a^2 omega0 1.188 mm^2/s
number density 64 per nm^3, mass density 2.13 g/cm^3
sound speed 5.05 km/s, highest frequency 16.0 THz
delta width 0.151 THz, mid-band spacing 0.00645 THz
packet at 6.05 THz: D spreading 0.2892, D formula 0.2848 mm^2/s
packet at 9.08 THz: D spreading 0.1470, D formula 0.1454 mm^2/s
band  3.63- 5.45 THz: share 0.127, D 0.8535 mm^2/s, participation 0.158
band  5.45- 7.26 THz: share 0.216, D 0.2737 mm^2/s, participation 0.158
band  7.26- 9.08 THz: share 0.208, D 0.1902 mm^2/s, participation 0.128
band  9.08-10.89 THz: share 0.176, D 0.1139 mm^2/s, participation 0.074
band 10.89-12.71 THz: share 0.144, D 0.0796 mm^2/s, participation 0.042
band 12.71-15.96 THz: share 0.099, D 0.0335 mm^2/s, participation 0.014
top 1% of modes: D 0.00397 mm^2/s, participation 0.0036
width far below spacing: median D / normal D 1.0e-29
kappa at 100 K: 0.326 W/(m K)
kappa at 300 K: 0.583 W/(m K)
kappa at 600 K: 0.626 W/(m K)
kappa at 300 K, each sample: 0.568, 0.598 W/(m K)
kappa at 300 K, half width 0.562, double width 0.583 W/(m K)
cut 3.63 THz, D near cut 1.816 mm^2/s, path 3D/c 1.08 nm
neglected long waves (D ~ 1/omega^2): 0.352 W/(m K)
anharmonic width 0.2 THz (rough): kappa 0.558 W/(m K)
stretch mode 33 THz (rough): C/k_B 0.144 at 300 K
radiation, index 1.5, absorption 100 /cm (rough): 1.8e-03 W/(m K)
film 100 nm, interfaces 1e-08 m^2K/W (rough): apparent kappa 0.551 W/(m K)
\end{verbatim}
